\section*{Quadratic Vibronic Warping of the Cupric Jahn-Teller Trough and Its Barrier, part 1}

(Sections cited here and not found follow in the second part.)

\section{From symmetry to the barrier}

\subsection{What dimensions and symmetry already fix}

Three constants describe the distortion of an octahedral copper(II) complex in the model used here. The force constant $K$ and the quadratic vibronic coupling $G$ are energies per length squared. The linear vibronic coupling $F$ is an energy per length. The one energy that can be built from $F$ and $K$ is $F^2/K$, and $G/K$ is a pure number. Any barrier $\delta$ on the static energy surface therefore has the form
\begin{equation}
\delta=\frac{F^2}{K}\,f\!\left(\frac{G}{K}\right).
\label{eq:dim}
\end{equation}

Symmetry fixes the angular pattern. An octahedron can be elongated along $z$, $x$ or $y$, and the three distortions have equal energy. If $\varphi$ is the angle in the plane of the two distortion coordinates, these three cases lie $2\pi/3$ apart. The energy at fixed amplitude is unchanged by $\varphi\to\varphi+2\pi/3$, and a mirror plane makes it unchanged by $\varphi\to-\varphi$. It is thus a series in $\cos 3\varphi$, $\cos 6\varphi$ and so on. If the first harmonic dominates, there are three minima and three maxima around the circle. What remains is to find $f$, to see which term produces the first harmonic, and to show that the count of extrema is right beyond weak warping.

\subsection{Coordinates and electronic states}

Copper(II) has nine $d$ electrons, that is, one hole in the pair of antibonding $e_g$ orbitals. I write $|\theta\rangle$ for the state with the hole in $3z^2-r^2$ and $|\varepsilon\rangle$ for the state with the hole in $x^2-y^2$. Spin-orbit coupling and the $t_{2g}$ orbitals are left out. The matrix of the energy can then be taken real.

The six ligands are equal and move along their bonds. In the $e_g$ modes the two ligands on one axis move outward by the same amount $u_z$, $u_x$ or $u_y$, with $u_x+u_y+u_z=0$. The normalized coordinates are
\begin{equation}
Q_\theta=\frac{2u_z-u_x-u_y}{\sqrt3},\qquad Q_\varepsilon=u_x-u_y .
\end{equation}
Because the three displacements sum to zero, $u_x+u_y=-u_z$ and $Q_\theta=\sqrt3\,u_z$. Solving for the displacements and writing $Q_\theta=\rho\cos\varphi$, $Q_\varepsilon=\rho\sin\varphi$ gives
\begin{equation}
u_k=\frac{\rho}{\sqrt3}\cos(\varphi-\alpha_k),\qquad
\alpha_z=0,\quad \alpha_x=\frac{2\pi}{3},\quad \alpha_y=-\frac{2\pi}{3}.
\label{eq:uk}
\end{equation}
For example, $u_x=-Q_\theta/(2\sqrt3)+Q_\varepsilon/2$, which is the $x$ entry of \eqref{eq:uk}. The squares of the three cosines add up to $3/2$, so the sum of squared displacements over all six ligands is $2(\rho^2/3)(3/2)=\rho^2$. This is the meaning of ``normalized''. At $\varphi=0$ the $z$ bonds are long and the other four short. At $\varphi=\pi$ the $z$ bonds are short and the other four long.

\subsection{The terms that symmetry allows}

A general real state of the hole is
\begin{equation}
|\alpha\rangle=\cos\alpha\,|\theta\rangle+\sin\alpha\,|\varepsilon\rangle .
\end{equation}
With the Pauli matrices $\sigma_z,\sigma_x$ in the basis $(|\theta\rangle,|\varepsilon\rangle)$, its expectation values are
\begin{equation}
\langle\sigma_z\rangle=\cos^2\alpha-\sin^2\alpha=\cos2\alpha,\qquad
\langle\sigma_x\rangle=2\sin\alpha\cos\alpha=\sin2\alpha .
\end{equation}
A real symmetric $2\times2$ matrix is a combination of $1$, $\sigma_z$ and $\sigma_x$. It is therefore known once its expectation value is known for all $\alpha$.

The threefold rotation that carries $z$ into $x$ turns $3z^2-r^2$ into $3x^2-r^2$, which for normalized orbitals is $-\tfrac12$ times the first orbital plus $\tfrac{\sqrt3}{2}$ times the second. It advances $\alpha$ by $2\pi/3$. It also turns a $z$ elongation into an $x$ elongation and so advances $\varphi$ by $2\pi/3$. The mirror that exchanges $x$ and $y$ reverses the signs of both angles. A term $\cos(m\varphi+n\alpha)$ survives the rotation if $m+n$ is a multiple of three, and the mirror excludes the corresponding sines.

The electronic factor has $n=0$ or $n=\pm2$. Terms linear in the coordinates have $m=\pm1$. Up to an overall sign of the argument, the candidates are $\varphi$, $\varphi+2\alpha$ and $\varphi-2\alpha$, with $m+n=1,\,3,\,-1$. One survives. Quadratic terms have $m=0$ or $m=\pm2$:
\begin{center}
\begin{tabular}{lccccc}
argument & $0$ & $2\varphi$ & $2\alpha$ & $2\varphi+2\alpha$ & $2\varphi-2\alpha$\\
$m+n$ & $0$ & $2$ & $2$ & $4$ & $0$
\end{tabular}
\end{center}
Two survive. The energy of a hole in state $\alpha$, measured from the regular octahedron, is to second order
\begin{equation}
E(\rho,\varphi;\alpha)=\tfrac12K\rho^2+F\rho\cos(\varphi+2\alpha)+G\rho^2\cos(2\varphi-2\alpha).
\label{eq:Ealpha}
\end{equation}
Expanding the cosines and replacing $\cos2\alpha$ and $\sin2\alpha$ by the matrices they represent gives
\begin{equation}
H=\tfrac12K\rho^2+F\,(Q_\theta\sigma_z-Q_\varepsilon\sigma_x)
+G\left[(Q_\theta^2-Q_\varepsilon^2)\sigma_z+2Q_\theta Q_\varepsilon\sigma_x\right].
\label{eq:H}
\end{equation}
For $F>0$ the linear term is lowest at $2\alpha=\pi-\varphi$, and for this hole state the quadratic term equals $-G\rho^2\cos3\varphi$. The hole state that suits the linear term thus suits the quadratic term at some angles and not at others. This is the origin of the warping. The opposite senses in which $\alpha$ enters the two terms make it threefold.

\subsection{Where the signs come from}

Symmetry leaves the signs of $F$ and $G$ open. A bond model supplies them. Let one ligand at distance $R$ raise an $e_g$ orbital that points at it by the antibonding energy $e(R)$. A ligand on axis $k$ then raises the orbital of angle $\alpha$ by $e\cos^2(\alpha-\alpha_k)$. The nine-electron energy is that of the full shell minus that of the missing electron. The full-shell part does not depend on $\alpha$ and belongs to the elastic energy. With two ligands per axis and $2\cos^2x=1+\cos2x$, the hole part is
\begin{equation}
E_h=-\sum_k\left[e+e'u_k+\tfrac12e''u_k^2\right]\left[1+\cos(2\alpha-2\alpha_k)\right].
\end{equation}

In the linear part $\sum_ku_k=0$ removes the $1$. The rest is
\begin{align}
&-\frac{e'\rho}{\sqrt3}\sum_k\cos(\varphi-\alpha_k)\cos(2\alpha-2\alpha_k)\nonumber\\
&=-\frac{e'\rho}{2\sqrt3}\sum_k\left[\cos(\varphi+2\alpha-3\alpha_k)+\cos(\varphi-2\alpha+\alpha_k)\right].
\end{align}
Since $3\alpha_k$ is a multiple of $2\pi$, the first cosine adds up to $3\cos(\varphi+2\alpha)$. The second takes three values equally spaced around the circle and adds up to zero. Comparison with \eqref{eq:Ealpha} gives
\begin{equation}
F=-\frac{\sqrt3}{2}\,e' .
\end{equation}
Antibonding weakens as a bond lengthens, so $e'<0$ and $F>0$.

In the quadratic part $u_k^2=(\rho^2/6)[1+\cos(2\varphi-2\alpha_k)]$. The sums of single cosines vanish, and
\begin{equation}
\sum_k\cos(2\varphi-2\alpha_k)\cos(2\alpha-2\alpha_k)=\tfrac32\cos(2\varphi-2\alpha),
\end{equation}
because the companion term contains $4\alpha_k$ and cancels. Hence the quadratic part is
\begin{equation}
-\frac{e''\rho^2}{12}\left[3+\tfrac32\cos(2\varphi-2\alpha)\right]
=-\frac{e''}{4}\rho^2-\frac{e''}{8}\rho^2\cos(2\varphi-2\alpha).
\end{equation}
The first piece modifies $K$. The second is a share $-e''/8$ of $G$, negative if the antibonding energy curves upward with distance.

Mixing of copper $4s$ into the $3d$ orbitals acts the other way. In the distorted complex the matrix element between $4s$ and the orbital of angle $\alpha$ is, by the same angle counting, $h\rho\cos(\varphi-\alpha)$ with a constant $h$. If $4s$ lies higher by a gap $\Delta$ much larger than the $e_g$ splitting, second-order perturbation theory lowers an electron by $h^2\rho^2\cos^2(\varphi-\alpha)/\Delta$. For a hole the sign reverses, which gives $h^2\rho^2[1+\cos(2\varphi-2\alpha)]/(2\Delta)$ and a share $+h^2/(2\Delta)$ of $G$. The net sign is a balance of such shares. I keep $F>0$, allow either sign of $G$, and write $g=|G|$.

\subsection{The two sheets}

At fixed $Q$ the matrix \eqref{eq:H} is $\tfrac12K\rho^2+a_z\sigma_z+a_x\sigma_x$ with
\begin{equation}
a_z=F\rho\cos\varphi+G\rho^2\cos2\varphi,\qquad a_x=-F\rho\sin\varphi+G\rho^2\sin2\varphi .
\end{equation}
Its eigenvalues are $\tfrac12K\rho^2\pm\sqrt{a_z^2+a_x^2}$. The squares of the two couplings give $F^2\rho^2+G^2\rho^4$. The cross terms give
\begin{equation}
2FG\rho^3(\cos\varphi\cos2\varphi-\sin\varphi\sin2\varphi)=2FG\rho^3\cos3\varphi .
\end{equation}
The sheets are therefore
\begin{equation}
E_\pm=\tfrac12K\rho^2\pm\rho S,\qquad S=\sqrt{F^2+2FG\rho\cos3\varphi+G^2\rho^2}.
\label{eq:sheets}
\end{equation}
Replacing $G$ by $-G$ has the same effect as replacing $\varphi$ by $\varphi+\pi$. The barrier is thus the same for both signs, and $f$ in \eqref{eq:dim} is an even function.

For $G=0$ the lower sheet is $\tfrac12K\rho^2-F\rho$. It is lowest on a full circle, the trough, with radius $\rho_0=F/K$ and energy $-F^2/(2K)$. The distortion then moves around the circle without any static barrier, so $f(0)=0$.

\subsection{Weak warping}

For $g\rho_0\ll F$, which is the same as $g\ll K$, expand $S\approx F+G\rho\cos3\varphi$. Then
\begin{equation}
E_-\approx\tfrac12K\rho^2-F\rho-G\rho^2\cos3\varphi .
\end{equation}
The radius is stationary at $\rho_0$ without warping, so a shift of the radius of order $g$ changes the energy in order $g^2$. To first order the trough energy is
\begin{equation}
E_{\rm trough}(\varphi)\approx-\frac{F^2}{2K}-G\rho_0^2\cos3\varphi,
\qquad \delta\approx2g\rho_0^2=\frac{2F^2g}{K^2}.
\label{eq:weak}
\end{equation}
The barrier is the full swing of the cosine, twice its amplitude. It grows with the square of the distortion because the warping term is quadratic in $Q$.

\subsection{Stationary points without expansion}

Where $\rho>0$ and $S>0$, the lower sheet is smooth and
\begin{equation}
\frac{\partial E_-}{\partial\varphi}=-\rho\,\frac{-6FG\rho\sin3\varphi}{2S}=\frac{3FG\rho^2\sin3\varphi}{S}.
\label{eq:dphi}
\end{equation}
For $G\neq0$ this vanishes if and only if $\sin3\varphi=0$. The candidates lie on six rays, of two kinds.

On the three favourable rays $G\cos3\varphi=g$. The root is a perfect square, $S=F+g\rho$, and
\begin{equation}
E_-=\tfrac12(K-2g)\rho^2-F\rho .
\label{eq:fav}
\end{equation}
If $2g<K$, this parabola has its lowest point at
\begin{equation}
\rho_m=\frac{F}{K-2g},\qquad E_m=-\frac{F^2}{2(K-2g)}\equiv-E_{\rm JT}.
\label{eq:min}
\end{equation}

On the three unfavourable rays $G\cos3\varphi=-g$ and $S=|F-g\rho|$. For $\rho<F/g$,
\begin{equation}
E_-=\tfrac12(K+2g)\rho^2-F\rho,
\end{equation}
which is stationary at
\begin{equation}
\rho_s=\frac{F}{K+2g},\qquad E_s=-\frac{F^2}{2(K+2g)}.
\label{eq:sad}
\end{equation}
This radius is smaller than $F/g$, as required. For $\rho>F/g$ the sign inside the modulus changes and
\begin{equation}
E_-=\tfrac12(K-2g)\rho^2+F\rho,
\label{eq:outer}
\end{equation}
whose slope is positive everywhere. No further stationary point arises.

The difference of the two energies is
\begin{equation}
\delta=E_s-E_m=\frac{F^2}{2}\left[\frac{1}{K-2g}-\frac{1}{K+2g}\right]
=\frac{F^2}{2}\,\frac{4g}{K^2-4g^2},
\end{equation}
that is,
\begin{equation}
\boxed{\;\delta=\frac{2F^2|G|}{K^2-4G^2}=\frac{4E_{\rm JT}|G|}{K+2|G|}\;}
\label{eq:delta}
\end{equation}
where the second form uses $F^2=2E_{\rm JT}(K-2g)$. In the notation of \eqref{eq:dim}, $f(x)=2|x|/(1-4x^2)$. The weak-warping result \eqref{eq:weak} is its first term, and the exact barrier exceeds it by the factor $1/(1-4g^2/K^2)$.

\section{Shape of the surface and a copper bath example}

\subsection{Symbols and results carried over}

The $e_g$ distortion has amplitude $\rho$ and angle $\varphi$, with $\varphi=0$ for elongation along $z$. The angle $\alpha$ describes the hole: $\alpha=0$ is $3z^2-r^2$ and $\alpha=\pi/2$ is $x^2-y^2$. The constants are $K$, $F>0$ and $G$, with $g=|G|$ and $2g<K$. The lower sheet is $E_-=\tfrac12K\rho^2-\rho S$ with $S^2=F^2+2FG\rho\cos3\varphi+G^2\rho^2$. Its stationary points have radii $\rho_m=F/(K-2g)$ and $\rho_s=F/(K+2g)$, energies $E_m=-F\rho_m/2$ and $E_s=-F\rho_s/2$, and difference $\delta=2F^2g/(K^2-4g^2)$. The unwarped radius is $\rho_0=F/K$.

\subsection{Three minima and three saddles}

The type of a stationary point follows from its curvatures. By \eqref{eq:dphi}, $\partial E_-/\partial\varphi$ is proportional to $\sin3\varphi$. Its derivative with respect to $\rho$ vanishes on the six rays, so the radial and tangential directions decouple there. The radial curvatures are the coefficients of the parabolas, $K-2g$ at the first set of points and $K+2g$ at the second.

The tangential curvature is $\rho^{-2}\partial^2E_-/\partial\varphi^2$, since the extra term $\rho^{-1}\partial E_-/\partial\rho$ of polar coordinates is zero at a stationary point. Differentiating \eqref{eq:dphi} where $\sin3\varphi=0$ leaves
\begin{equation}
k_t=\frac{9FG\cos3\varphi}{S}.
\end{equation}
On the favourable rays
\begin{equation}
S=F+g\rho_m=F\,\frac{K-g}{K-2g},
\end{equation}
and on the unfavourable rays
\begin{equation}
S=F-g\rho_s=F\,\frac{K+g}{K+2g}.
\end{equation}
Hence
\begin{equation}
k_{t,m}=\frac{9g(K-2g)}{K-g}>0,\qquad
k_{t,s}=-\frac{9g(K+2g)}{K+g}<0 .
\label{eq:kt}
\end{equation}
The first set consists of three minima. The second consists of three saddles, stable radially and unstable along the trough. For weak warping both tangential curvatures have magnitude close to $9g$. Where $9g\ll K$, the ion is stiff in the amplitude of its distortion and soft in its direction.

For $G>0$ the minima lie at $\varphi=0,\pm2\pi/3$, the three elongated octahedra, and the saddles are compressed octahedra. The saddle between the wells long in $z$ and long in $x$ is at $\varphi=\pi/3$. There \eqref{eq:uk} gives short $y$ bonds and four equal longer ones. For $G<0$ minima and saddles exchange places.

The lower energy sheet has three minima and three saddles, and their energy difference is $\delta=2F^2|G|/(K^2-4G^2)$. It remains to identify the hole states, to show that no lower path joins the wells, and to apply the result to aqua copper(II) in a plating bath and examine the model's limits.
